**Symmetry and number of two-electron spin-orbit integrals**

For real orbitals, the integrals $I^k(pq|rs)$ of $(\mathbf r_{12}\times\nabla_1)_k/r_{12}^3$ are antisymmetric in $p,q$ and symmetric in $r,s$, with $n^2(n^2-1)/4$ unique values per component for $n$ orbitals. Here $p,q$ belong to electron 1, $r,s$ to electron 2, and $k=x,y,z$. The program computes the integrals for five Gaussians by quadrature from the field definition and asserts agreement with analytic integrals; the largest difference is $1.4\times10^{-11}$ bohr$^{-3}$. It asserts both pair symmetries, the failure of pair exchange, and the loss of antisymmetry in a field with curl. Distinct magnitudes counted in mixed-orbital data give 3, 18, 60 and 150 per component for $n=2$ to 5, as the formula requires. For $n=2,3,4$ the rank over 260 random orbital sets is 9, 54 and 180 for the three components together, so no further linear relation appears. For HCl in the STO-3G basis, the program asserts that 7425 packed integrals rebuild the full array of 30000. It also asserts that integrals forbidden by two reflections vanish within tolerance, and the output shows 1036 unique integrals above $10^{-10}$ bohr$^{-3}$.

## Numerical verification

```python
# Result under test: for real orbitals the two-electron spin-orbit integrals
#   I^k(pq|rs) = <p(1) r(2)| (r12 x grad1)_k / r12^3 |q(1) s(2)>,  k = x, y, z,
# are antisymmetric in (p,q), symmetric in (r,s), have no pair-exchange symmetry,
# and number n^2(n^2-1)/4 unique values per component for n orbitals.
# Atomic units: I is in bohr^-3. The factor -i of the momentum is left out.
import numpy as np
from math import comb
from scipy.special import erf
from scipy import constants
from pyscf import gto

rng = np.random.default_rng(7)


def spin_orbit_count(n):
    return n * n * (n * n - 1) // 4


def coulomb_count(n):
    return n * (n + 1) * (n * n + n + 2) // 8


# Five normalized s Gaussians at general positions (bohr, bohr^-2)
centres = np.array([[0.0, 0.0, 0.0], [0.9, 0.1, -0.2], [-0.3, 0.8, 0.3],
                    [0.2, -0.4, 0.9], [-0.6, -0.5, -0.4]])
exponents = np.array([0.7, 0.8, 0.9, 1.0, 1.1])
n_prim = len(exponents)
norms = (2 * exponents / np.pi) ** 0.75

nodes, weights = np.polynomial.hermite.hermgauss(28)
grid = np.array(np.meshgrid(nodes, nodes, nodes, indexing="ij")).reshape(3, -1).T
grid_weights = np.einsum("i,j,k->ijk", weights, weights, weights).ravel()


def product_gaussian(i, j):
    """Total exponent, centre and prefactor of the product of two Gaussians."""
    total = exponents[i] + exponents[j]
    centre = (exponents[i] * centres[i] + exponents[j] * centres[j]) / total
    dist2 = np.sum((centres[i] - centres[j]) ** 2)
    pref = norms[i] * norms[j] * np.exp(-exponents[i] * exponents[j] / total * dist2)
    return total, centre, pref


def field_of_pair(r, s):
    """Field: integral of phi_r phi_s (r1-r2)/r12^3 over r2, by Gauss's law."""
    g, centre, pref = product_gaussian(r, s)
    charge = pref * (np.pi / g) ** 1.5

    def field(points):
        d_vec = points - centre
        d = np.sqrt(np.sum(d_vec ** 2, axis=1))
        enclosed = erf(np.sqrt(g) * d) - 2 * np.sqrt(g / np.pi) * d * np.exp(-g * d * d)
        return (charge * enclosed / d ** 3)[:, None] * d_vec
    return field


def outer_integral(p, q, field):
    """Integral of phi_p (field x grad phi_q); the gradient acts on q only."""
    total, centre, pref = product_gaussian(p, q)
    points = centre + grid / np.sqrt(total)
    log_gradient = -2 * exponents[q] * (points - centres[q])
    return pref / total ** 1.5 * (grid_weights @ np.cross(field(points), log_gradient))


by_definition = np.zeros((3,) + (n_prim,) * 4)
for r in range(n_prim):
    for s in range(n_prim):
        pair_field = field_of_pair(r, s)
        for p in range(n_prim):
            for q in range(n_prim):
                by_definition[:, p, q, r, s] = outer_integral(p, q, pair_field)

# Analytic integrals of (grad p x grad q)_k (1) r(2) s(2) / r12
labels = ["H%d" % (i + 1) for i in range(n_prim)]
gaussians = gto.M(atom=[[lab, tuple(c)] for lab, c in zip(labels, centres)],
                  basis={lab: [[0, [float(a), 1.0]]] for lab, a in zip(labels, exponents)},
                  unit="Bohr", spin=1, verbose=0)
analytic = gaussians.intor("int2e_p1vxp1", comp=3).reshape(by_definition.shape)
coulomb = gaussians.intor("int2e", aosym="s1").reshape((1,) + (n_prim,) * 4)
scale = abs(by_definition).max()
err_parts = abs(by_definition - analytic).max()
err_anti = abs(by_definition + by_definition.transpose(0, 2, 1, 3, 4)).max()
err_sym = abs(by_definition - by_definition.transpose(0, 1, 2, 4, 3)).max()
assert scale > 1e-3
assert max(err_parts, err_anti, err_sym) < 1e-9

# A field with curl omega must break the antisymmetry by omega_k * overlap
omega = np.array([0.3, -0.5, 0.7])
overlap = gaussians.intor("int1e_ovlp")
err_curl = 0.0
for p in range(n_prim):
    for q in range(n_prim):
        curl_field = lambda x: 0.5 * np.cross(omega, x)
        both = outer_integral(p, q, curl_field) + outer_integral(q, p, curl_field)
        err_curl = max(err_curl, abs(both - omega * overlap[p, q]).max())
assert err_curl < 1e-10


def transform(tensor, c):
    return np.einsum("kpqrs,pa,qb,rc,sd->kabcd", tensor, c, c, c, c, optimize=True)


def distinct_magnitudes(values):
    v = np.sort(abs(values).ravel())
    tol = 1e-9 * v[-1]
    v = v[v > tol]
    return 1 + int(np.sum(np.diff(v) > tol))


# Count distinct nonzero magnitudes in the data for general mixed orbitals
mixing = rng.uniform(-1, 1, (n_prim, n_prim))
mixed = transform(by_definition, mixing)
mixed_coulomb = transform(coulomb, mixing)
count_rows = []
for n in range(2, n_prim + 1):
    found = [distinct_magnitudes(mixed[k, :n, :n, :n, :n]) for k in range(3)]
    found_coulomb = distinct_magnitudes(mixed_coulomb[0, :n, :n, :n, :n])
    assert found == [spin_orbit_count(n)] * 3
    assert found_coulomb == coulomb_count(n)
    by_content = (n * (n - 1), comb(n, 2), 3 * n * comb(n - 1, 2), 6 * comb(n, 4))
    assert sum(by_content) == found[0]
    count_rows.append((n, found[0], found_coulomb, by_content))

swapped = mixed.transpose(0, 3, 4, 1, 2)
swap_gap = min(abs(mixed - swapped).max(), abs(mixed + swapped).max()) / abs(mixed).max()
assert swap_gap > 0.01

# Rank over many random orbital sets: any further linear relation would lower it
rank_rows = []
for n in (2, 3, 4):
    samples = np.array([transform(by_definition, rng.uniform(-1, 1, (n_prim, n))).ravel()
                        for _ in range(260)])
    singular = np.linalg.svd(samples, compute_uv=False)
    singular = singular / singular[0]
    rank = int(np.sum(singular > 1e-8))
    assert rank == 3 * spin_orbit_count(n)
    dropped = singular[rank] if rank < len(singular) else 0.0
    rank_rows.append((n, rank, singular[rank - 1], dropped))

# Worked example: HCl, STO-3G, bond along z
bond = 1.3
hcl = gto.M(atom=[["Cl", (0, 0, 0)], ["H", (0, 0, bond)]], basis="sto-3g", verbose=0)
n = hcl.nao
full = hcl.intor("int2e_p1vxp1", comp=3).reshape((3,) + (n,) * 4)
P, Q = np.tril_indices(n, -1)
R, S = np.tril_indices(n)
P, Q = P[:, None], Q[:, None]
packed = full[:, P, Q, R, S]
rebuilt = np.zeros_like(full)
rebuilt[:, P, Q, R, S] = packed
rebuilt[:, P, Q, S, R] = packed
rebuilt[:, Q, P, R, S] = -packed
rebuilt[:, Q, P, S, R] = -packed
err_rebuilt = abs(rebuilt - full).max() / abs(full).max()
assert err_rebuilt < 1e-11
assert packed.size == 3 * spin_orbit_count(n)

# Reflections x -> -x and y -> -y: I is an axial vector
names = [" ".join(lab.split()[1:]) for lab in hcl.ao_labels()]
odd_x = np.array([name.endswith("px") for name in names], dtype=int)
odd_y = np.array([name.endswith("py") for name in names], dtype=int)
parity_x = (odd_x[P] + odd_x[Q] + odd_x[R] + odd_x[S]) % 2
parity_y = (odd_y[P] + odd_y[Q] + odd_y[R] + odd_y[S]) % 2
allowed = np.array([(parity_x == 0) & (parity_y == 1),
                    (parity_x == 1) & (parity_y == 0),
                    (parity_x == 1) & (parity_y == 1)])
forbidden_max = abs(packed[~allowed]).max()
assert forbidden_max < 1e-10
nonzero = int(np.sum(abs(packed) > 1e-10))
assert 0 < nonzero <= allowed.sum()

a, b, c, d = [names.index(x) for x in ("H 1s", "Cl 3px", "Cl 3s", "Cl 3pz")]
y_part = full[1]
example = y_part[a, b, c, d]
partner = y_part[c, d, a, b]
assert abs(example) > 1e-5
assert min(abs(example - partner), abs(example + partner)) > 1e-3 * abs(example)
hartree_cm = constants.value("hartree-inverse meter relationship") / 100
energy_cm = 0.5 * constants.fine_structure ** 2 * example * hartree_cm

print("Five-Gaussian test, largest |I| = %.6f bohr^-3" % scale)
print("max |definition - analytic| = %.1e bohr^-3" % err_parts)
print("max |I(pq|rs) + I(qp|rs)| = %.1e bohr^-3" % err_anti)
print("max |I(pq|rs) - I(pq|sr)| = %.1e bohr^-3" % err_sym)
print("curl test, max deviation from omega*S = %.1e (a.u.)" % err_curl)
print("pair exchange violated by %.3f of largest |I| (either sign)" % swap_gap)
print("Distinct magnitudes found in the data (numbers of integrals):")
for size, so, coul, content in count_rows:
    print("n=%d: spin-orbit per component %d, Coulomb %d" % (size, so, coul))
    print("   by content aaab, aabb, aabc, abcd: %d, %d, %d, %d" % content)
print("Rank over 260 random orbital sets, three components together:")
for size, rank, kept, dropped in rank_rows:
    print("n=%d: rank %d, relative s.v. kept >= %.1e, dropped <= %.1e"
          % (size, rank, kept, dropped))
print("HCl, STO-3G, bond length %.1f angstrom, n = %d orbitals" % (bond, n))
print("pairs p>q: %d, pairs r>=s: %d" % (P.size, R.size))
print("full array, three components: %d integrals" % full.size)
print("unique per component: %d" % packed[0].size)
print("unique, three components: %d" % packed.size)
print("unique Coulomb integrals: %d" % coulomb_count(n))
for size in (n, 100):
    print("ratio spin-orbit/Coulomb at n=%d: %.3f"
          % (size, 3 * spin_orbit_count(size) / coulomb_count(size)))
print("relative error of array rebuilt from packed list: %.1e" % err_rebuilt)
print("unique integrals allowed by the two reflections: %d" % allowed.sum())
print("unique integrals with |I| > 1e-10 bohr^-3: %d" % nonzero)
print("largest reflection-forbidden |I|: %.1e bohr^-3" % forbidden_max)
print("y component, p=H 1s, q=Cl 3px, r=Cl 3s, s=Cl 3pz, in bohr^-3:")
print("I(pq|rs) = %.8f" % example)
print("I(qp|rs) = %.8f" % y_part[b, a, c, d])
print("I(pq|sr) = %.8f" % y_part[a, b, d, c])
print("I(qp|sr) = %.8f" % y_part[b, a, d, c])
print("I(rs|pq) = %.8f (pair exchange)" % partner)
print("(alpha^2/2) I(pq|rs) = %.5f cm^-1" % energy_cm)
print("OK")
```

It prints:

```
Five-Gaussian test, largest |I| = 0.172289 bohr^-3
max |definition - analytic| = 1.4e-11 bohr^-3
max |I(pq|rs) + I(qp|rs)| = 2.9e-11 bohr^-3
max |I(pq|rs) - I(pq|sr)| = 0.0e+00 bohr^-3
curl test, max deviation from omega*S = 4.2e-15 (a.u.)
pair exchange violated by 1.159 of largest |I| (either sign)
Distinct magnitudes found in the data (numbers of integrals):
n=2: spin-orbit per component 3, Coulomb 6
   by content aaab, aabb, aabc, abcd: 2, 1, 0, 0
n=3: spin-orbit per component 18, Coulomb 21
   by content aaab, aabb, aabc, abcd: 6, 3, 9, 0
n=4: spin-orbit per component 60, Coulomb 55
   by content aaab, aabb, aabc, abcd: 12, 6, 36, 6
n=5: spin-orbit per component 150, Coulomb 120
   by content aaab, aabb, aabc, abcd: 20, 10, 90, 30
Rank over 260 random orbital sets, three components together:
n=2: rank 9, relative s.v. kept >= 3.8e-01, dropped <= 7.7e-11
n=3: rank 54, relative s.v. kept >= 5.0e-02, dropped <= 1.9e-11
n=4: rank 180, relative s.v. kept >= 1.4e-02, dropped <= 1.1e-11
HCl, STO-3G, bond length 1.3 angstrom, n = 10 orbitals
pairs p>q: 45, pairs r>=s: 55
full array, three components: 30000 integrals
unique per component: 2475
unique, three components: 7425
unique Coulomb integrals: 1540
ratio spin-orbit/Coulomb at n=10: 4.821
ratio spin-orbit/Coulomb at n=100: 5.880
relative error of array rebuilt from packed list: 1.3e-16
unique integrals allowed by the two reflections: 1712
unique integrals with |I| > 1e-10 bohr^-3: 1036
largest reflection-forbidden |I|: 0.0e+00 bohr^-3
y component, p=H 1s, q=Cl 3px, r=Cl 3s, s=Cl 3pz, in bohr^-3:
I(pq|rs) = 0.00364618
I(qp|rs) = -0.00364618
I(pq|sr) = 0.00364618
I(qp|sr) = -0.00364618
I(rs|pq) = 0.01005741 (pair exchange)
(alpha^2/2) I(pq|rs) = 0.02131 cm^-1
OK
```
